# Vibronic levels and reduction factors of a Jahn–Teller doublet, part 3

An electronic doublet with real states $(1,0)$, $(0,1)$ is coupled to a doubly degenerate vibration of mass $M$ and frequency $\omega$ by $F(X\sigma_z+Y\sigma_x)$, in a system with a threefold axis. In Hartree atomic units, with $X=\ell Q_x$, $Y=\ell Q_y$ and $\ell=1/\sqrt{M\omega}$,

$$\frac{H}{\omega}=\tfrac12(P_x^2+P_y^2+Q_x^2+Q_y^2)+W,\qquad W=k\,(Q_x\sigma_z+Q_y\sigma_x),\qquad k=\frac{F\ell}{\omega}=\frac{F}{\sqrt{M\omega^3}}.\tag{1}$$

With $Q_x=\rho\cos\phi$, $Q_y=\rho\sin\phi$, $|\pm\rangle=(1,\pm i)/\sqrt2$, $\sigma_+=|+\rangle\langle-|$ and $\sigma_-=\sigma_+^\dagger$,

$$\sigma_z=\sigma_++\sigma_-,\qquad \sigma_x=-i\sigma_++i\sigma_-,\qquad W=k\rho\,\bigl(e^{-i\phi}\sigma_++e^{i\phi}\sigma_-\bigr),\tag{2}$$

and the lower surface $V_-=\tfrac12(\rho-k)^2-\tfrac12k^2$ has a trough at $\rho=k$, of depth $E_{JT}=\tfrac12k^2\omega$. Its electronic state $u=(-\sin\tfrac\phi2,\cos\tfrac\phi2)$ changes sign round the origin (Berry phase $\pi$).

The conserved $J=L+\tfrac12\sigma_y$, with $L=-i\partial_\phi$, has half-odd eigenvalues $j$. Complex conjugation $K$ and the reflection $R=\sigma_z\times(Q_y\to-Q_y)$ reverse $J$. Circular quanta have $a_\pm=(a_x\mp ia_y)/\sqrt2$; in them each $j$ block is a tridiagonal chain.

In a doublet $\psi_+$, $\psi_-=K\psi_+$, let $A$ and $B$ be the weights of $|+\rangle$ and $|-\rangle$ in $\psi_+$. Projected on the doublet, $\sigma_y$ becomes $p\tau_y$ and $\sigma_{z,x}$ become $q\tau_{z,x}$, where the $\tau$ are Pauli matrices with $\psi_\pm$ in place of $|\pm\rangle$. Then $p=A-B=2A-1$ and

$$q=\frac{1+p}{2}\qquad(j=\pm\tfrac12).\tag{11}$$

For $|j|\ge\tfrac32$, $q=0$. The ground level has $j=\pm\tfrac12$. Perturbations $\lambda\sigma_y$ and $\delta\sigma_z$ split it by $2p\lambda$ and $2q\delta$, with third-order corrections.

At large $k$, with radial quantum number $n$ and $\mathcal E=E/\omega$,

$$\mathcal E_{n,j}=-\frac{k^2}{2}+n+\frac12+\frac{j^2}{2k^2}+\frac{3j^2(n+\frac12)}{2k^4}+O(k^{-6}).\tag{14}$$

For the ground doublet,

$$p=\frac1{4k^4}\Bigl[1+\frac3{k^2}+O(k^{-4})\Bigr],\qquad\frac1{4k^4}=\Bigl(\frac{\omega}{4E_{JT}}\Bigr)^2,\qquad q\to\tfrac12 .\tag{15}$$

Rigid-ring spacings above the ground level are $\omega/k^2$ and $3\omega/k^2$, in the ratio $\tfrac13$; without an electronic state (the scalar hat) the ratio is $\tfrac14$. Keeping only the lower sheet gives an upper bound to the lowest energy for each $j$; coupling to the upper sheet lowers it by $j^2\omega/8k^6$ at leading order.

## 12. Where $q=(1+p)/2$ fails

The proof of (11) needed the $|+\rangle$ component of $\psi_+$ to be real. In the one-mode linear model it has $L=0$, so it is a function of $\rho$ alone. Two extensions remove that property, and both leave an inequality.

Suppose $H$ is real and the level is a doublet $\psi_+=\chi_0|+\rangle+\chi_1|-\rangle$, $\psi_-=K\psi_+=\chi_0^*|-\rangle+\chi_1^*|+\rangle$, where $\chi_0$ contains only total nuclear angular momenta $L\equiv0$ and $\chi_1$ only $L\equiv1$, either exactly or modulo 3. Then $\chi_0^*$ has $L\equiv0$ and $\chi_1^*$ has $L\equiv-1\equiv2$, and functions in different classes are orthogonal. With $A=\|\chi_0\|^2$ and $B=\|\chi_1\|^2$, the diagonal elements of $\sigma_y$ are $\pm(A-B)$, and the off-diagonal one is $\langle\chi_0|\chi_1^*\rangle-\langle\chi_1|\chi_0^*\rangle=0$. So $p=2A-1$ as before. For $\sigma_+$ the elements $\langle\chi_0|\chi_1\rangle$, $\langle\chi_1^*|\chi_0^*\rangle$ and $\langle\chi_1^*|\chi_1\rangle$ vanish, and the remaining one is $q=\langle\chi_0|\chi_0^*\rangle$. A phase $e^{i\alpha}$ on $\psi_+$ multiplies it by $e^{-2i\alpha}$, so $q$ can be taken real. The Cauchy–Schwarz inequality gives $|q|\le\|\chi_0\|\,\|\chi_0^*\|=A$, and expanding the norm of the difference gives the deficit:

$$|q|\le\frac{1+p}2,\qquad\frac{1+p}{2}-q=\tfrac12\,\|\chi_0-\chi_0^*\|^2 .\tag{16}$$

The bound is reached only if $\chi_0$ is real up to a constant phase.

**Quadratic coupling.** The threefold rotation alone allows a complex coefficient for $\rho^2e^{2i\phi}\sigma_+$, since the origin of $\phi$ is already fixed by the linear term. If the reflection $R$ of part 5 is also a symmetry, the coefficient $g$ is real, and the second-order term is

$$W_2=g\bigl[(Q_x^2-Q_y^2)\sigma_z-2Q_xQ_y\sigma_x\bigr]=g\rho^2(\cos2\phi\,\sigma_z-\sin2\phi\,\sigma_x)=g\rho^2\bigl(e^{2i\phi}\sigma_++e^{-2i\phi}\sigma_-\bigr),$$

where (2) gives the coefficient $\cos2\phi+i\sin2\phi$ of $\sigma_+$. The lower surface behaves as $(\tfrac12-|g|)\rho^2$ at large $\rho$, so $|g|<\tfrac12$ is required. The term $e^{2i\phi}\sigma_+$ raises $J$ by $2+1=3$, so $j$ is conserved only modulo 3. The matrix elements between the radial functions remain real, so $\chi_0=(2\pi)^{-1/2}\sum_ma_m(\rho)e^{im\phi}$ with $m=0,\pm3,\dots$ and real $a_m$, and (16) becomes $\tfrac12\sum_m\|a_m-a_{-m}\|^2$. The amplitudes $a_3$ and $a_{-3}$ belong to the blocks $j=\tfrac72$ and $j=-\tfrac52$, which have different spectra, so no symmetry makes them equal. At $k=2$ and $g=0.1$ the ground level is still a doublet, with $p=0.01842$, $q=0.50638$ and a deficit of $0.00283$, or 0.6% of $(1+p)/2$.

The Berry phase also acquires a condition, shown here for $g>0$. The element $f=\langle+|W+W_2|-\rangle=k\rho e^{-i\phi}+g\rho^2e^{2i\phi}$ vanishes at $\rho=0$ and where $e^{3i\phi}=-k/(g\rho)$, that is at $\rho=k/g$ and $\phi=\pi/3,\pi,5\pi/3$. Writing $f=|f|e^{-i\beta}$, the matrix has the form (2) with $\beta$ in place of $\phi$, and the real lower eigenvector is $u$ evaluated at $\beta$. On a circle with $\rho<k/g$ the first term dominates, $\beta$ advances by $2\pi$, and the sign changes. On a circle with $\rho>k/g$ the second term dominates, $\beta$ changes by $-4\pi$, and the vector returns unchanged. For $k=2$ and $g=0.1$ the outer cones are at $\rho=20$, and the program asserts the phase $\pi$ at $\rho=2$ and $0$ at $\rho=30$. The phase $\pi$ describes the nuclear motion only while the wave function stays inside the outer cones.

**Several modes.** Let $H=\sum_i\omega_i[\tfrac12(P_i^2+Q_i^2)+k_i(Q_{xi}\sigma_z+Q_{yi}\sigma_x)]$. The sum $J=\sum_iL_i+\tfrac12\sigma_y$ is conserved, but a function with total $L=0$ can depend on $\phi_1-\phi_2$ and be complex.

If $\omega_1=\omega_2$, define $Q=(k_1Q_1+k_2Q_2)/k$ and $Q'=(-k_2Q_1+k_1Q_2)/k$ with $k^2=k_1^2+k_2^2$, for both the $x$ and $y$ components. This orthogonal transformation leaves the oscillator part unchanged, and only $Q$ appears in the coupling. The ground doublet is the one-mode doublet times the real vacuum of $Q'$, and (11) holds. For $k_1=k_2=1$ the program finds $p=0.13721$ and $q=0.56861=(1+p)/2$, and asserts that $q$ equals the one-mode value at $k=\sqrt2$.

If $\omega_1\ne\omega_2$, use perturbation theory from $|0;+\rangle$ with $V=\sum_ik_i\omega_i[\sigma_+(a_{+i}+a_{-i}^\dagger)+\sigma_-(a_{+i}^\dagger+a_{-i})]$. In first order the state with one $+$ quantum in mode $i$ and electron $|-\rangle$ has amplitude $-k_i\omega_i/\omega_i=-k_i$. In second order $\sigma_+a_{-j}^\dagger$ leads from it to $|+_i,-_j\rangle|+\rangle$, of excitation energy $\omega_i+\omega_j$, with amplitude

$$c_{ij}=\frac{(-k_i)(k_j\omega_j)}{-(\omega_i+\omega_j)}=\frac{k_ik_j\,\omega_j}{\omega_i+\omega_j}.$$

Conjugation exchanges $a_+$ and $a_-$, because $a_x$ and $a_y$ are real operators. In $\chi_0^*$ the state $|+_i,-_j\rangle$ therefore has amplitude $c_{ji}$, and the vacuum is unchanged. Equation (16) gives $\tfrac12\sum_{ij}(c_{ij}-c_{ji})^2=(c_{12}-c_{21})^2$, so

$$\frac{1+p}2-q=k_1^2k_2^2\Bigl(\frac{\omega_2-\omega_1}{\omega_1+\omega_2}\Bigr)^2+O(k^6).\tag{17}$$

For $\omega_2=3\omega_1$ and $k_1=k_2=0.03$ the computed deficit is $0.9942$ of this expression, asserted to agree within 3%. At $k_1=k_2=1$, far outside the range of (17), the computed values are $p=0.1412$, $q=0.5538$ and a deficit of $0.0168$, or 2.9% of $(1+p)/2$. A defect in a crystal can couple to E modes of many frequencies. Relation (11) then need not hold, and what remains is (16), for a level that is a doublet of the form assumed at the start of this part. The proof in part 8 that the ground level is such a doublet covers only the one-mode linear model.

## 13. Worked example

Take round model parameters $M=25000\,m_e$, $\omega=0.001$ Ha ($27.21$ meV) and $F=0.01$ Ha/bohr. Then $M\omega=25$ and $\ell=1/\sqrt{25}=0.2$ bohr, and $k=F\ell/\omega=0.01\times0.2/0.001=2$. The trough radius is $k\ell=0.4$ bohr ($0.2117$ Å), the depth is $E_{JT}=\tfrac12\times4\times1\text{ mHa}=2$ mHa ($54.42$ meV), and the vertical gap is $2F\times0.4\text{ bohr}=8$ mHa. A numerical minimization of the lower eigenvalue of the $2\times2$ matrix reproduces the radius and depth, with curvatures $0$ and $1$ in units of $M\omega^2$.

The five lowest doublets are

| $E$ (mHa) | $\lvert j\rvert$ | $n$ | $p$ | $\lvert q\rvert$ |
|---|---|---|---|---|
| −1.4457 | 1/2 | 0 | 0.03955 | 0.5198 |
| −1.1597 | 3/2 | 0 | 0.05258 | 0 |
| −0.7409 | 5/2 | 0 | 0.05525 | 0 |
| −0.3644 | 1/2 | 1 | 0.11105 | 0.5555 |
| −0.2433 | 7/2 | 0 | 0.05520 | 0 |

The ground level is at $-1.4457$ mHa ($-39.34$ meV). The chain gives $A=0.519773$ and $B=0.480227$, so $A-B=0.039546$. The Cartesian eigenvectors give $p=0.039547$, equal to this within rounding, and $q=0.519773$, while $(1+0.039547)/2=0.519773$ to the same rounding. For the excited $j=\tfrac12$ doublet, $(1+0.11105)/2=0.5555$, equal to the tabulated $q$.

A perturbation of $10$ μHa splits the bare electronic doublet by $20$ μHa. For $\lambda\sigma_y$ the first-order splitting is $2p\lambda=0.039547\times20=0.7909$ μHa, and diagonalizing the full perturbed Hamiltonian gives $0.7909$ μHa. A spin–orbit-like term is cut to 4% of its bare size. For $\delta\sigma_z$ the first-order value is $0.519773\times20=10.3955$ μHa and the exact one is $10.3921$ μHa, lower by $0.0034$ μHa, or $3\times10^{-4}$ of the first-order value. By part 9 the relative correction begins at order $\delta^2$. Its natural scale is the square of $\delta$ over the gap to $|j|=\tfrac32$, $(0.01/0.286)^2\approx10^{-3}$, and the observed correction lies below that scale.

The value $k=2$ is intermediate, and the strong-coupling formulas work only roughly. Equation (14) through $k^{-2}$ gives $-2+0.5+0.25/8=-1.46875$ mHa, and the next term $3/(16\times16)$ raises this to $-1.45703$ mHa, still $0.0113$ mHa below the exact $-1.44574$ mHa. The first pseudorotational gap is $0.2861$ mHa ($7.785$ meV), 14% above the rigid-ring value $\omega/k^2=0.25$ mHa. The second is $1.44574-0.74090=0.7048$ mHa, below the rigid-ring $0.75$ mHa, so the ratio is $0.41$ and not $\tfrac13$. Expansion (14) does not explain the second gap: through $k^{-4}$ it gives $1.031$ mHa, on the wrong side of the rigid-ring value. A better estimate keeps the centrifugal term in the radial potential $V_-+j^2/2\rho^2$. Its minimum $\rho_j$ obeys $\rho_j-k=j^2/\rho_j^3$, and its radial frequency is $\sqrt{1+3j^2/\rho_j^4}$ in units of $\omega$. The potential at $\rho_j$ plus half this frequency gives gaps of $0.277$ and $0.699$ mHa, close to the exact ones. Rotation stretches the ring, which lowers the level relative to a rigid ring, and stiffens the radial vibration, which raises it. At $k=2$ the stiffening wins for $j=\tfrac32$ and the stretching for $j=\tfrac52$. The radial excitation costs $1.44574-0.36444=1.081$ mHa against $\omega=1$ mHa.

Two numbers show that the upper sheet matters more at $k=2$ than the leading estimates suggest. The asymptotic $p$ is $1/64=0.0156$, or $0.0273$ with the factor $1+\tfrac34$, which is still 31% below the exact $0.0395$. The one-sheet energy is $-1.4341$ mHa, above the exact value as the variational bound requires, but by $0.0116$ mHa, whereas the leading estimate $j^2\omega/8k^6=1/2048$ mHa is about $0.0005$ mHa. The leading term of the expansion in $1/k^2$ is therefore no guide to this difference at $k=2$. At $k=6$ the program asserts that the one-sheet and exact energies agree within $2\times10^{-5}\omega$. Relation (11) is independent of all these approximations and holds at $k=2$ to the digits printed.

## Computed values

```
M = 25000 m_e, omega = 0.0010 Ha = 27.21 meV, F = 0.010 Ha/bohr
length unit 1/sqrt(M omega) = 0.2000 bohr, k = 2.0000
E_JT = 2.0000 mHa = 54.42 meV, E_JT/omega = 2.0000
trough radius = 0.4000 bohr = 0.2117 angstrom
vertical gap at trough = 8.0000 mHa
curvatures / (M omega^2): 0.0000, 1.0000
Berry phase/pi: around origin 1.000000, beside origin 0.000000
g = 0.1: phase/pi at rho = 2: 1.000000, at rho = 30: 0.000000
lowest doublets at k = 2: E (mHa), |j|, n, <sy> at +j, |q|
   -1.44574  1/2  0   0.03955  0.51977
   -1.15966  3/2  0   0.05258  0.00000
   -0.74090  5/2  0   0.05525  0.00000
   -0.36444  1/2  1   0.11105  0.55552
   -0.24329  7/2  0   0.05520  0.00000
    0.05550  3/2  1   0.09020  0.00000
    0.30791  9/2  0   0.05427  0.00000
    0.56561  5/2  1   0.07917  0.00000
ground energy = -1.44574 mHa = -39.341 meV
E(3/2) - E(1/2) = 0.28608 mHa = 7.785 meV
rigid ring estimate omega/k^2 = 0.25000 mHa
ground energy, one adiabatic sheet = -1.4341 mHa
asymptotic energy to k^-2 = -1.46875 mHa, to k^-4 = -1.45703 mHa
A = 0.519773, B = 0.480227 (chain)
p = 0.039547, q = 0.519773, (1+p)/2 = 0.519773 (Cartesian)
asymptotic p: 1/(4k^4) = 0.01562, with (1+3/k^2): 0.02734
perturbation size = 10.0 microHa, bare splitting = 20.0 microHa
sy splitting: exact 0.7909, 2 p lambda 0.7909 microHa
sz splitting: exact 10.3921, 2 q delta 10.3955 microHa
ground doublet: k, E_JT/omega, E/omega, p, q
  0.5  0.125   0.773787  0.662684  0.831342
  1.0  0.500   0.233031  0.297017  0.648509
  2.0  2.000  -1.445743  0.039547  0.519773
  3.0  4.500  -3.982885  0.004851  0.502426
  5.0  12.500  -11.994670  4.5545e-04  0.500228 (chain)
  10.0  50.000  -49.498731  2.5775e-05  0.500013 (chain)
k^4 coefficients at k = 0.02: E 0.500, p 3.996, q 1.998
extrapolated c in p = (1 + c/k^2)/(4k^4): 2.999
spacing ratio at k = 10: Jahn-Teller 0.3335, scalar hat 0.2501
k = 2, g = 0.1: p = 0.01842, q = 0.50638, (1+p)/2 - q = 0.00283
two modes k1 = k2 = 1, equal omega: p = 0.13721, q = 0.56861, (1+p)/2 = 0.56861
omega2 = 3 omega1: p = 0.1412, q = 0.5538, (1+p)/2 - q = 0.0168
two modes k1 = k2 = 0.03: deficit / lowest-order formula = 0.9942
```
